# Overlap of approximate eigenvectors from different spectral slices

When many eigenvectors of a large Hamiltonian are needed, the energy axis can be cut into slices and each slice solved on its own. Someone must then decide where to cut. Slices with equal numbers of levels help to balance the work if they need similar numbers of iterations, but a cut may fall between two closely spaced levels, and the vectors found on its two sides need not be orthogonal. How far they can depart from orthogonality depends on two quantities available at the end of the calculation: the residual norms and the separation of the approximate eigenvalues.

Let $H$ be a Hermitian matrix in an orthonormal basis, with the inner product $\langle x,y\rangle=x^\dagger y$ and the Euclidean norm. Within one slice the Rayleigh–Ritz procedure takes a subspace, diagonalizes $H$ in it, and returns a matrix $X$ of orthonormal columns with $X^\dagger HX=\Theta$, where $\Theta$ is real and diagonal. The columns are the Ritz vectors and the diagonal entries the Ritz values. Orthogonality inside the slice is thus built in. Between two slices treated separately, no step enforces it.

Take a unit vector $x_i$ from one slice and a unit vector $x_j$ from another, with real approximate eigenvalues $\theta_i\neq\theta_j$. Define the residuals and the overlap by

$$r_i=Hx_i-\theta_i x_i,\qquad r_j=Hx_j-\theta_j x_j,\qquad s=\langle x_j,x_i\rangle .$$

For exact eigenvectors, orthogonality follows from evaluating $\langle x_j,Hx_i\rangle$ in two ways. The same can be done here, keeping the residuals. Letting $H$ act to the right gives

$$\langle x_j,Hx_i\rangle=\langle x_j,\theta_i x_i+r_i\rangle=\theta_i s+\langle x_j,r_i\rangle .$$

Because $H$ is Hermitian, it may instead act to the left. Because $\theta_j$ is real, it leaves the first slot of the inner product unchanged:

$$\langle x_j,Hx_i\rangle=\langle Hx_j,x_i\rangle=\theta_j s+\langle r_j,x_i\rangle .$$

Subtracting the second form from the first and rearranging yields

$$(\theta_i-\theta_j)\,s=\langle r_j,x_i\rangle-\langle x_j,r_i\rangle .$$

This is an identity, with no assumption that the residuals are small. The triangle inequality bounds the right side by the sum of two moduli, and the Cauchy–Schwarz inequality with unit vectors bounds these by $\|r_j\|$ and $\|r_i\|$. Hence

$$|s|\le\rho,\qquad \rho=\frac{\|r_i\|+\|r_j\|}{|\theta_i-\theta_j|} .$$

Residuals and eigenvalues are both energies, so $\rho$ is a pure number. If both residuals vanish, the usual orthogonality of eigenvectors with different eigenvalues returns. If the Ritz values approach each other at fixed residuals, the bound grows, and once $\rho\ge1$ it says nothing that the normalization did not already say.

The bound does not extend to every non-Hermitian matrix. The matrix

$$M=\begin{pmatrix}0&1\\0&1\end{pmatrix}$$

has the exact eigenvectors $(1,0)$ and $(1,1)/\sqrt2$, with eigenvalues 0 and 1. Their residuals are zero, yet their overlap is $1/\sqrt2\approx0.707$. The step that fails is moving the matrix to the left side of the inner product.

For Ritz vectors the bound can be sharpened. The diagonal part of $X^\dagger HX=\Theta$ says that $\theta_i=\langle x_i,Hx_i\rangle$, so each Ritz value is a Rayleigh quotient, and

$$\langle x_i,r_i\rangle=\langle x_i,Hx_i\rangle-\theta_i=0 .$$

The residual is orthogonal to its own vector. Split $x_j$ into its part along $x_i$ and a remainder, $x_j=\langle x_i,x_j\rangle x_i+w$ with $w\perp x_i$. Normalization gives $\|w\|^2=1-|s|^2$. The part along $x_i$ does not contribute to the product with $r_i$, so

$$|\langle x_j,r_i\rangle|=|\langle w,r_i\rangle|\le\|r_i\|\sqrt{1-|s|^2} .$$

Exchanging the roles of $i$ and $j$ gives $|\langle r_j,x_i\rangle|\le\|r_j\|\sqrt{1-|s|^2}$. Inserted in the identity, these estimates give $|s|\le\rho\sqrt{1-|s|^2}$. Squaring and collecting the terms in $|s|^2$ gives $|s|^2(1+\rho^2)\le\rho^2$, or

$$|s|\le\frac{\rho}{\sqrt{1+\rho^2}} .$$

For small $\rho$ this differs from the simple bound only by a relative amount of order $\rho^2/2$. For large $\rho$ it stays below one, as the overlap of two unit vectors with different Rayleigh quotients must.

An upper bound alone would not show that close levels are dangerous, since the true overlap might always be far smaller. A two-level system settles this. Let the levels be $\mp d/2$, so that $H=\mathrm{diag}(-d/2,\,d/2)$, and take the approximate eigenvectors

$$x_1=(\cos a,\sin a),\qquad x_2=(\sin a,\cos a),\qquad 0<a<\pi/4 .$$

Each is an exact eigenvector contaminated by the other. The overlap is $s=2\sin a\cos a=\sin2a$. The Rayleigh quotients are

$$\theta_1=\frac d2(\sin^2a-\cos^2a)=-\frac d2\cos2a,\qquad \theta_2=+\frac d2\cos2a .$$

The first residual has the components

$$-\frac d2\cos a\,(1-\cos2a)=-d\cos a\sin^2a,\qquad \frac d2\sin a\,(1+\cos2a)=d\sin a\cos^2a ,$$

so $r_1=d\sin a\cos a\,(-\sin a,\cos a)$. The same steps give $r_2=d\sin a\cos a\,(-\cos a,\sin a)$. Both norms equal $(d/2)\sin2a$, and therefore

$$\rho=\frac{d\sin2a}{d\cos2a}=\tan2a,\qquad \frac{\rho}{\sqrt{1+\rho^2}}=\sin2a=s .$$

The refined bound is attained. The simple bound is attained too, if the approximate eigenvalues need not be Rayleigh quotients. Direct substitution confirms that

$$Hx_1=-\frac{d}{2\cos2a}\,x_1+\frac d2\tan2a\;x_2 ,$$

and exchanging the two components, which turns $H$ into $-H$ and $x_1$ into $x_2$, gives the corresponding relation for $x_2$ with both signs reversed. With $\theta_{1,2}=\mp d/(2\cos2a)$ the residual norms are $(d/2)\tan2a$ each and the separation is $d/\cos2a$. Their ratio is $\rho=\sin2a=s$.

Now return to Rayleigh quotients and fix both residual norms at a tolerance $\tau$, as a solver does. Then $(d/2)\sin2a=\tau$, and

$$s=\frac{2\tau}{d}\qquad(d>2\tau) .$$

With $\tau=2\times10^{-5}$ hartree, a level spacing of $0.1$ hartree gives an overlap of $4\times10^{-4}$. A spacing of $10^{-3}$ hartree gives $0.04$, and $10^{-4}$ hartree gives $0.4$. At $5\times10^{-5}$ hartree the overlap is $0.8$. The Ritz values are then only $3\times10^{-5}$ hartree apart, and the simple bound, at $1.33$, has become empty, while the refined one still gives $0.8$. The same convergence criterion thus permits very different losses of orthogonality.

It permits them without forcing them. Replacing $x_2$ by $(-\sin a,\cos a)$ leaves its Rayleigh quotient and residual norm unchanged, but makes it orthogonal to $x_1$. The two contaminations then cancel in the overlap. A small overlap is therefore no evidence of accurate vectors, and a large bound is no evidence of a large overlap.

So far the denominator contains Ritz values, which are known only after the calculation. To choose a cut beforehand, the bound must be tied to the true spectrum. Expand a unit vector in exact eigenvectors, $x=\sum_k c_ku_k$ with $Hu_k=E_ku_k$. For any real $\theta$,

$$\|Hx-\theta x\|^2=\sum_k|c_k|^2(E_k-\theta)^2\ge\min_k(E_k-\theta)^2 ,$$

because the weights $|c_k|^2$ add up to one. Some eigenvalue therefore lies within the residual norm of $\theta$.

Let the cut $\mu$ lie in a gap between consecutive eigenvalues $\alpha<\mu<\beta$, of width $g=\beta-\alpha$. Suppose that all residual norms are at most $\tau$, that $\tau$ is smaller than both $\mu-\alpha$ and $\beta-\mu$, and that each slice keeps only Ritz values on its own side. A Ritz value $\theta_a<\mu$ is farther than $\beta-\mu>\tau$ from every eigenvalue at or above $\beta$. The eigenvalue guaranteed to lie within $\tau$ of it must then be at or below $\alpha$, so $\theta_a\le\alpha+\tau$. By the same reasoning above the cut, $\theta_b\ge\beta-\tau$. The separation is at least $g-2\tau$, which is positive under these conditions, and every pair across the cut obeys

$$|s|\le\frac{2\tau}{g-2\tau} .$$

The result is informative when the right side is below one, that is, for $g>4\tau$. For $g\gg\tau$ it becomes $2\tau/g$, the value attained by the two-level system. The position of the cut inside the gap does not enter, as long as the cut stays more than $\tau$ away from both edges. This distance is sufficient, not necessary. No eigenvalue lies between $\alpha$ and $\beta$, so $\sum_k|c_k|^2(E_k-\alpha)(E_k-\beta)\ge0$. For a Rayleigh quotient $\theta$ with residual $r$ this reads $(\theta-\alpha)(\beta-\theta)\le\|r\|^2$. When $g\gg\tau$, a Ritz value inside the gap therefore lies within about $\tau^2/g$ of one of its edges, and the cut may come much closer to an edge than $\tau$ before the side of a level becomes uncertain. The same inequality sharpens the guarantee for Ritz vectors. Since $\theta_a\le\alpha+\tau<\alpha+g/2$, it gives $\theta_a\le\alpha+\tfrac12\left(g-\sqrt{g^2-4\tau^2}\right)$, and likewise above the cut. The separation is then at least $\sqrt{g^2-4\tau^2}$, so $\rho\le2\tau/\sqrt{g^2-4\tau^2}$, and the refined bound gives $|s|\le2\tau/g$ for every $g>2\tau$.

Solving for the tolerance shows the price of a narrow gap. To guarantee $|s|\le\eta$ it suffices that $2\tau\le\eta(g-2\tau)$, or

$$\tau\le\frac{\eta\,g}{2(1+\eta)} .$$

The permitted residual is proportional to the width of the gap that contains the cut. A cut between levels twenty times closer calls for residuals twenty times smaller to retain the same guarantee.

A slice contains many vectors, and many small overlaps can add up. Collect the Ritz vectors of the lower slice in $X_a$ and those of the upper slice in $X_b$, with $HX_a=X_a\Theta_a+R_a$ and $HX_b=X_b\Theta_b+R_b$. Let $S=X_a^\dagger X_b$ contain all overlaps across the cut. The earlier two-way evaluation now reads

$$X_a^\dagger HX_b=S\Theta_b+X_a^\dagger R_b=\Theta_aS+R_a^\dagger X_b ,$$

and therefore

$$S\Theta_b-\Theta_aS=C,\qquad C=R_a^\dagger X_b-X_a^\dagger R_b .$$

Assume that every Ritz value in $\Theta_a$ lies at least $\delta>0$ below every one in $\Theta_b$. To solve for $S$, consider $F(t)=e^{t\Theta_a}Se^{-t\Theta_b}$. Since each exponential commutes with its own exponent,

$$\frac{dF}{dt}=e^{t\Theta_a}(\Theta_aS-S\Theta_b)e^{-t\Theta_b}=-e^{t\Theta_a}Ce^{-t\Theta_b} .$$

Each element of $F$ is an element of $S$ times a factor no larger than $e^{-\delta t}$, so $F(t)\to0$ at large $t$. Integrating from $0$, where $F=S$, to infinity gives

$$S=\int_0^\infty e^{t\Theta_a}\,C\,e^{-t\Theta_b}\,dt .$$

In the spectral norm, $\|e^{t\Theta_a}\|\,\|e^{-t\Theta_b}\|=e^{t(\max\theta_a-\min\theta_b)}\le e^{-\delta t}$. Matrices with orthonormal columns have norm one, so $\|C\|\le\|R_a\|+\|R_b\|$. The remaining integral of $e^{-\delta t}$ is $1/\delta$, and

$$\|S\|\le\frac{\|R_a\|+\|R_b\|}{\delta} .$$

This has the form of the pair bound, with spectral norms of whole residual blocks in place of vector norms. With more than two slices it applies to each pair of slices in turn.

The norm of $S$ has a direct meaning for counting. The Gram matrix of the joined set $Y=(X_a\;X_b)$ is

$$Y^\dagger Y=\begin{pmatrix}I&S\\S^\dagger&I\end{pmatrix} .$$

If $v$ and $w$ are singular vectors with $Sv=\sigma w$ and $S^\dagger w=\sigma v$, then $(w,\pm v)$ is an eigenvector with eigenvalue $1\pm\sigma$. The extreme eigenvalues are thus $1\pm\|S\|$. When $\|S\|<1$, the joined vectors are linearly independent, and no direction has been counted twice. This does not prove that no level was missed, which needs a separate count of the eigenvalues.

If both slices are treated as fully occupied, the one-particle density matrix for one spin is built as $P=X_aX_a^\dagger+X_bX_b^\dagger=YY^\dagger$. Its nonzero eigenvalues are those of $Y^\dagger Y$, so its largest eigenvalue is $1+\|S\|$: one orbital holds more than one electron of the same spin, in violation of the Pauli principle. The trace of $P$ still equals the number of vectors, so the total electron count does not reveal the fault.

A chain with one wide gap shows the effect of moving the cut. It is open, has 80 sites with zero site energy, and has hoppings that alternate between $-0.10$ and $-0.06$ hartree, starting with the stronger. These are round model parameters. The spectrum consists of two bands of 40 levels. One cut is placed in the central gap, of width $0.0808$ hartree or $2.20$ eV. The other is placed between levels 20 and 21, inside the lower band, where the spacing is $0.00399$ hartree or $0.109$ eV.

Each slice is solved by subspace iteration with as many vectors as the slice has levels. A step multiplies the vectors by $E_0-H$ for the lower slice or $E_0+H$ for the upper one, with $E_0=0.16$ hartree, followed by orthonormalization and Rayleigh–Ritz. The starting vectors are exact ones with independent normal noise of standard deviation $0.05$ added to each component, and the iteration stops when every residual norm in the slice is at most $\tau=2\times10^{-5}$ hartree. Twelve starts were made for each cut.

For the cut in the gap, the spectrum and the tolerance alone guarantee

$$|s|\le\frac{4.0\times10^{-5}}{0.080816-4.0\times10^{-5}}=4.95\times10^{-4} .$$

The largest overlap found was $2.68\times10^{-4}$. Its two vectors have residual norms $1.319\times10^{-5}$ and $1.277\times10^{-5}$ hartree and Ritz values $\mp0.040408$ hartree, so their own bound is

$$\rho=\frac{(1.319+1.277)\times10^{-5}}{0.080816}=3.21\times10^{-4} .$$

For the cut in the band, the guarantee weakens to $1.01\times10^{-2}$, and the largest overlap was $9.82\times10^{-3}$. Here the residual norms are $1.983\times10^{-5}$ and $1.993\times10^{-5}$ hartree, and the Ritz values $-0.117913$ and $-0.113923$ hartree, which gives

$$\rho=\frac{(1.983+1.993)\times10^{-5}}{0.003990}=9.965\times10^{-3} .$$

The bound is nearly reached. For the whole slices in the same two starts, $\|S\|$ is $3.01\times10^{-4}$ against a block bound of $3.74\times10^{-4}$ for the gap, and $9.84\times10^{-3}$ against $9.98\times10^{-3}$ for the band. The largest occupation rises accordingly from $1.0003$ to $1.0098$.

The largest overlap is 36.6 times greater for the cut in the band, although the spacings differ only by a factor of $0.080816/0.003990=20.3$. The printed values account for the rest. The residual sums of the two worst pairs differ by a factor of $3.976/2.596=1.53$, and the overlap reaches 98.5% of its bound in the band but 83.5% in the gap, a further factor of 1.18. The product of the three factors is 36.6.

The smaller residuals at the gap are compatible with the coarse steps of the filter there. One step of the lower filter multiplies the amplitude of the first unwanted level, relative to the last wanted one, by $(0.16-0.0404)/(0.16+0.0404)=0.60$, so the iteration can land well below the tolerance. The stop can also be set by another vector of the slice, when those next to the gap already have smaller residuals. In the band the corresponding factor is $(0.16+0.1139)/(0.16+0.1179)=0.986$, and the residual creeps down to the tolerance; for the upper filter it is $(0.16-0.1179)/(0.16-0.1139)=0.913$, also much closer to one than at the gap. This also fits the mean number of lower-slice steps, 12.5 for the gap and 151 for the band. These counts, the ratio 36.6 and the closeness to the bound belong to this filter, these starts and the absence of extra vectors. Other sets of twelve starts give ratios between 31 and 39. With two or five extra vectors carried beyond the cut in each slice, the largest overlap in the band falls to about $1.6\times10^{-3}$ or $0.9\times10^{-3}$ at the same tolerance, and the ratio to about 7 or 4. The overlap bounds do not depend on the solver.

Among the twelve starts for the band cut, the smallest value of the largest overlap was only $1.96\times10^{-4}$. Cancellation is the cause. To first order, the vectors next to the cut are $u_{20}+\varepsilon_a u_{21}$ and $u_{21}+\varepsilon_b u_{20}$ if their mutual contamination dominates. Their residual norms are $|\varepsilon_a|d$ and $|\varepsilon_b|d$, and their overlap is $\varepsilon_a+\varepsilon_b$. With both residuals near $\tau$, each amplitude is about $0.005$ in size: equal signs give about $0.01$, as in the worst start, and opposite signs nearly cancel. In the start with the smallest value the amplitudes are $+4.96\times10^{-3}$ and $-4.79\times10^{-3}$, so this pair overlaps by only about $1.7\times10^{-4}$, and the largest overlap, $1.96\times10^{-4}$, then belongs to levels 20 and 22.

A cut should therefore go into the widest gap that the balance of work allows. Where the spectrum offers none, extra vectors carried beyond the cut lowered the overlap in the chain, and two further remedies remain. The residuals of the vectors near the cut can be reduced in proportion to the local spacing, or those vectors can be joined in one Rayleigh–Ritz step, which makes them mutually orthogonal at the price of coupling the slices. Overlaps with vectors left out of that step can remain, and the mixing across the cut can introduce small new ones with left-out vectors of the same slice, so enough vectors on each side must be included. The numerical output lists the values for both cuts and for the two-level system.

## Calculated quantities

```
Random pairs: largest overlap/refined bound = 0.713
Non-Hermitian 2x2: overlap at zero residual = 0.7071
Residual tolerance tau = 2.0e-05 hartree
Two levels, both residual norms equal to tau:
spacing/Ha  Ritz sep./Ha  overlap   simple bound  refined bound
1.0e-01     1.0000e-01    4.000e-04  4.000e-04     4.000e-04
1.0e-02     9.9999e-03    4.000e-03  4.000e-03     4.000e-03
1.0e-03     9.9920e-04    4.000e-02  4.003e-02     4.000e-02
1.0e-04     9.1652e-05    4.000e-01  4.364e-01     4.000e-01
5.0e-05     3.0000e-05    8.000e-01  1.333e+00     8.000e-01
Chain: 80 sites, hoppings -0.10 and -0.06 hartree
Start noise per entry = 0.05, starts per boundary = 12
BOUNDARY IN THE GAP: 40 states below, 40 above
  boundary energy = -0.000000 hartree
  level spacing there = 0.080816 hartree = 2.1991 eV
  largest overlap over all starts  = 2.683e-04
  smallest per-start max. overlap  = 1.154e-04
  worst pair: Ritz values -0.040408, 0.040408 hartree
  worst pair: residuals 1.319e-05, 1.277e-05 hartree
  worst pair: simple bound = 3.213e-04
  worst pair: refined bound = 3.213e-04
  bound from tau and spacing alone = 4.952e-04
  same start: ||S|| = 3.010e-04, block bound = 3.741e-04
  same start: largest occupation = 1.000301
  mean filter steps: lower 12.5, upper 12.3
BOUNDARY IN THE BAND: 20 states below, 60 above
  boundary energy = -0.115918 hartree
  level spacing there = 0.003990 hartree = 0.1086 eV
  largest overlap over all starts  = 9.817e-03
  smallest per-start max. overlap  = 1.964e-04
  worst pair: Ritz values -0.117913, -0.113923 hartree
  worst pair: residuals 1.983e-05, 1.993e-05 hartree
  worst pair: simple bound = 9.965e-03
  worst pair: refined bound = 9.965e-03
  bound from tau and spacing alone = 1.013e-02
  same start: ||S|| = 9.839e-03, block bound = 9.980e-03
  same start: largest occupation = 1.009839
  mean filter steps: lower 150.8, upper 25.0
Largest overlap, band/gap ratio = 36.6
```
